# Centre-to-edge potential of an unneutralized 10 mA, 5 keV boron beam

## Question

I am working on the charging of a low-energy implanter beam. My notes say that an unneutralized uniform beam of 10 mA of singly charged boron-11 at 5 keV has a centre-to-edge potential difference near 300 V. No beam radius is given, and that is where I am stuck.

The field at the edge of a charged cylinder certainly depends on its radius, so I expected the potential difference to depend on it too. I then took a beam radius of 20 mm inside a grounded tube of radius 50 mm, and found about 860 V between the axis and the tube. Is the 300 V wrong, or have I calculated something else? I also don't see how such a beam could remain a cylinder, or whether the ions still have 5 keV when they are inside a potential of hundreds of volts.

## Answer

Both numbers are right, but they belong to different pairs of points. The 300 V is the difference between the axis and the edge of the beam; your 860 V also includes the vacuum gap between the beam and the tube. The radius cancels from the first and not from the second. The statement in your notes does need one condition: 5 keV must be the kinetic energy of the ions inside the beam.

I use SI equations and take the potential \(\phi\) to be zero on the grounded tube. To begin with, the beam is long, round and steady, its current density is uniform, every ion has the same axial speed \(v\), and there are no electrons.

### The potential inside and outside the beam

Let the current be \(I\), the beam radius \(a\) and the tube radius \(b\). In a time \(dt\) a charge \(I\,dt\) passes a given plane and occupies a length \(v\,dt\), so the charge per unit length is

\[
\lambda=\frac{I}{v}.
\]

Uniform current density and uniform speed give uniform charge density. A coaxial cylinder of radius \(r<a\) therefore encloses the fraction \(r^2/a^2\) of the charge. In a long beam the field is radial, and Gauss's law for a length \(\ell\) reads

\[
2\pi r\ell\,E(r)=\frac{\lambda\ell}{\varepsilon_0}\frac{r^2}{a^2}
\quad\Rightarrow\quad
E(r)=\frac{\lambda r}{2\pi\varepsilon_0a^2}.
\]

Since \(E=-d\phi/dr\), integration from the axis outwards gives

\[
\phi(0)-\phi(r)=\int_0^r E(r')\,dr'
=\frac{\lambda}{4\pi\varepsilon_0}\frac{r^2}{a^2}.
\]

At \(r=a\) this becomes

\[
\boxed{\Delta V=\phi(0)-\phi(a)=\frac{I}{4\pi\varepsilon_0v}}
\]

The axis is positive relative to the edge, as it should be for positive ions. Your expectation about the field was correct: \(E(a)=\lambda/(2\pi\varepsilon_0a)=2\Delta V/a\) falls as \(1/a\). But the distance over which the field acts grows as \(a\), and the product is independent of \(a\).

Outside the beam all the charge is enclosed, so \(E=\lambda/(2\pi\varepsilon_0r)\) and

\[
\phi(a)-\phi(b)=\frac{\lambda}{2\pi\varepsilon_0}\ln\frac ba
=2\Delta V\ln\frac ba .
\]

Adding the two parts gives your quantity,

\[
\phi(0)-\phi(b)=\Delta V\left(1+2\ln\frac ba\right),
\]

which does depend on geometry. A concentric round tube shifts the potential of the whole beam by a constant, and a constant drops out of \(\Delta V\).

### The numbers

For a singly charged ion of kinetic energy \(eV_0\), \(mv^2/2=eV_0\). With \(V_0=5000\) V and a mass of 11.009 u,

\[
v=\sqrt{\frac{2eV_0}{m}}=2.960\times10^5\ \mathrm{m/s},
\qquad
\lambda=\frac{0.0100\ \mathrm A}{2.960\times10^5\ \mathrm{m/s}}
=33.78\ \mathrm{nC/m}.
\]

Using \(1/(4\pi\varepsilon_0)=8.988\times10^9\ \mathrm{V\,m/C}\),

\[
\Delta V=(8.988\times10^9)(33.78\times10^{-9})\ \mathrm V
=303.6\ \mathrm V.
\]

For your geometry \(\ln(50/20)=0.916\), so the axis-to-tube difference is \(303.6(1+1.833)=860\) V. The edge field is \(2(303.6\ \mathrm V)/(2\ \mathrm{cm})=304\) V/cm.

The cancellation of the radius can be tested without Gauss's law, by summing the Coulomb potential of all the charge in a finite cylinder. For cylinders 200 radii long, with radii of 20 mm and 60 mm and the same \(\lambda\), this gives 303.6 V in both cases. For an isolated 20 mm beam only 0.30 m long, the midplane value is 300.9 V, or 0.9% below the long-beam result.

Writing the speed in terms of the energy shows the scaling:

\[
\Delta V=\frac{I}{4\pi\varepsilon_0}\sqrt{\frac{m}{2eV_0}} .
\]

At fixed current and mass, a quarter of the energy means twice the potential difference. Relative to the accelerating voltage, the potential difference is then eight times as large, which is why space charge matters more as the implant energy is lowered.

### Which energy is 5 keV?

Suppose instead that an ion has 5 keV where \(\phi=0\), for example because it was accelerated through 5 kV to the tube potential. On entering the positive potential of the beam it slows down. If transverse kinetic energy is neglected, energy conservation gives

\[
\frac{mv(r)^2}{2}=e[V_0-\phi(r)],
\qquad
v(r)=\sqrt{\frac{2e[V_0-\phi(r)]}{m}}.
\]

I keep the current density \(j=I/(\pi a^2)\) uniform. The charge density is then \(j/v(r)\), and Poisson's equation inside the beam becomes

\[
\frac1r\frac{d}{dr}\left(r\frac{d\phi}{dr}\right)
=-\frac{j}{\varepsilon_0v(r)} .
\]

Potential and field are continuous at \(r=a\), there is no charge between \(a\) and \(b\), and \(\phi(b)=0\). The numerical solution for \(a=20\) mm and \(b=50\) mm has 938.5 V on the axis and 605.1 V at the edge. Hence

\[
\Delta V_{\mathrm{slow}}=938.5-605.1\approx333\ \mathrm V,
\]

which is 10% above the fixed-speed value. The ions on the axis have 4.06 keV left.

The size of the increase can be understood with one representative speed. The mean of the axis and edge potentials is 772 V. Because \(\Delta V\propto1/v\), giving every ion the speed at that potential yields

\[
\Delta V_{\mathrm{slow}}\approx
\frac{303.6\ \mathrm V}{\sqrt{1-772/5000}}=330\ \mathrm V.
\]

This is 1% below the numerical solution. Charge near the axis contributes more to the drop than charge near the edge, and there the potential is higher and the ions are slower than the simple mean suggests. Unlike the 304 V, the 333 V depends on \(b/a\), because the tube fixes how far the whole beam is raised in potential and so how much the ions slow down.

This feedback also limits the current. As a rough estimate, give every ion the speed it has on the axis. With \(x=\phi(0)/V_0\) and \(A=\Delta V(1+2\ln(b/a))\) evaluated at the unslowed speed, the condition on the axis potential is

\[
xV_0=\frac{A}{\sqrt{1-x}}
\quad\Rightarrow\quad
x\sqrt{1-x}=\frac{A}{V_0}.
\]

The derivative of the left side is \((1-3x/2)/\sqrt{1-x}\), so the maximum lies at \(x=2/3\) and equals \(2/(3\sqrt3)=0.385\). If \(A/V_0\) exceeds this, the estimate has no steady solution with all ions moving forward. Here \(A/V_0=860/5000=0.17\), well below the limit. Below the maximum the estimate has two roots. The one that goes to zero with the current is \(x=0.19\), or about 960 V on the axis, close to the 938.5 V of the numerical solution.

### Does the beam stay a cylinder?

Not for long. Take a beam that starts parallel with radius \(a_0\), and let \(a(z)\) be its radius after a distance \(z\). An ion at the edge obeys

\[
m\frac{d^2a}{dt^2}=eE(a)=\frac{e\lambda}{2\pi\varepsilon_0a}.
\]

I hold the axial speed fixed at its 5 keV value, so that \(d/dt=v\,d/dz\). Dividing by \(mv^2=2eV_0\),

\[
a''=\frac{e\lambda}{2\pi\varepsilon_0(2eV_0)a}
=\frac{\lambda}{4\pi\varepsilon_0V_0}\frac1a
=\frac Ka,
\qquad
K=\frac{\Delta V}{V_0}=0.0607,
\]

where a prime means \(d/dz\). The ratio of the potential difference to the accelerating voltage thus also governs the spreading. For an ion inside the beam the force is proportional to \(r\), so all radii grow by the same factor and the density stays uniform.

Multiplying by \(a'\) makes both sides total derivatives:

\[
\frac{d}{dz}\frac{(a')^2}{2}=K\frac{d}{dz}\ln a
\quad\Rightarrow\quad
a'=\sqrt{2K\ln\frac{a}{a_0}},
\]

since \(a'=0\) at \(a=a_0\). With \(x=a/a_0\), the distance in which the radius doubles is

\[
z_2=\frac{a_0}{\sqrt{2K}}\int_1^2\frac{dx}{\sqrt{\ln x}} .
\]

The substitution \(x=e^{u^2}\), \(dx=2ue^{u^2}du\), removes the singularity at \(x=1\):

\[
\int_1^2\frac{dx}{\sqrt{\ln x}}
=2\int_0^{\sqrt{\ln2}}e^{u^2}du=2.145 .
\]

For \(a_0=20\) mm,

\[
z_2=\frac{20\ \mathrm{mm}}{\sqrt{2(0.0607)}}(2.145)
=123\ \mathrm{mm}.
\]

Following 200 charged rings from the same parallel start, with the force on each found by counting the charge inside it, also gives 123 mm. That calculation uses the same fixed axial speed, so it tests the envelope solution and not that assumption. Slower ions would spread sooner; 12 cm is the scale to remember, not a three-digit prediction for a real beam line.

At doubling the edge slope is \(\sqrt{2K\ln2}=0.290\), an angle of 16.2°. That is no longer a nearly parallel beam, so the cylinder formula needs another look.

### What does the divergence do to \(\Delta V\)?

A cone can be solved in closed form. Let the ions move straight out from an apex with speed \(v\), filling a cone of half-angle \(\alpha\) uniformly in solid angle. At distance \(R\) from the apex the charge density is \(C/R^2\). Assume that the surrounding wall is a cone with the same apex and axis, so that the potential can depend on the polar angle \(\theta\) alone, \(\phi=f(\theta)\). Poisson's equation is then

\[
\frac{1}{R^2\sin\theta}\frac{d}{d\theta}
\left(\sin\theta\frac{df}{d\theta}\right)
=-\frac{C}{\varepsilon_0R^2}.
\]

The factors \(R^2\) cancel. Integrating from the axis, where the field must be finite,

\[
\sin\theta\frac{df}{d\theta}
=-\frac{C}{\varepsilon_0}(1-\cos\theta)
\quad\Rightarrow\quad
\frac{df}{d\theta}=-\frac{C}{\varepsilon_0}\tan\frac\theta2 .
\]

With \(s=\sin(\alpha/2)\), a second integration gives

\[
f(0)-f(\alpha)=-\frac{2C}{\varepsilon_0}\ln\cos\frac\alpha2
=-\frac{C}{\varepsilon_0}\ln(1-s^2).
\]

The current fixes \(C\). The solid angle of the cone is \(2\pi(1-\cos\alpha)=4\pi s^2\), so \(I=4\pi s^2vC\), and

\[
\Delta V_{\mathrm{cone}}
=\frac{I}{4\pi\varepsilon_0v}\,\frac{-\ln(1-s^2)}{s^2}
=\Delta V\left(1+\frac{s^2}{2}+\cdots\right).
\]

A narrow cone recovers the cylinder. For \(\alpha=16.2^\circ\) the factor is 1.010, a change of 1%. The real envelope is curved and is not a cone, and the fixed speed leaves out the energy that ions regain as the potential of the widening beam falls. Even the sign of this 1% therefore need not hold for the real beam. The estimate still shows why rapid spreading need not spoil the 300 V: the beam gets wider, and the width is what cancels.

### What if the profile is not uniform?

This matters more. Take a Gaussian density proportional to \(e^{-r^2/(2w^2)}\). Its mean square radius is \(2w^2\), while that of the uniform beam is \(a^2/2\); they agree for \(w=a/2\). The charge fraction inside \(r\) is \(1-e^{-2r^2/a^2}\), so the drop from the axis to the same radius \(a\) is

\[
\Delta V_G=\frac{\lambda}{2\pi\varepsilon_0}
\int_0^a\frac{1-e^{-2r^2/a^2}}{r}\,dr .
\]

Put \(t=2r^2/a^2\), for which \(dr/r=dt/(2t)\), and expand the exponential:

\[
\Delta V_G=\Delta V\int_0^2\frac{1-e^{-t}}{t}\,dt
=\Delta V\sum_{k=1}^{\infty}\frac{(-1)^{k+1}2^k}{k\,k!}
=1.319\,\Delta V .
\]

That is about 400 V. More charge lies near the axis, so the field in the inner region is stronger. A Gaussian has no sharp edge, and "edge" here means the radius \(a\) of the equivalent uniform beam.

The magnetic self-force is negligible. From Ampère's law \(B=\mu_0I_r/(2\pi r)\), where \(I_r\) is the current inside \(r\), while \(E=(I_r/v)/(2\pi\varepsilon_0r)\). The inward magnetic force divided by the outward electric force is \(vB/E=\mu_0\varepsilon_0v^2=v^2/c^2\approx10^{-6}\).

### How long can the beam stay unneutralized?

The positive potential attracts electrons. If they share the ion profile and cancel a fraction \(f\) of its charge, then by superposition, at fixed ion speed,

\[
\Delta V_f=(1-f)\Delta V .
\]

To reach 5 V one needs \(f=1-5/303.6=98.35\%\). A small imbalance of charge still leaves several volts.

Ionization of the residual gas is one source of electrons. With gas density \(n_g\) and ionization cross-section \(\sigma\), the beam makes \((I/e)n_g\sigma\) electrons per unit length and time. Full neutralization requires \(I/(ev)\) electrons per unit length. If every electron is kept and the slow gas ions are expelled, the filling time at this constant rate is

\[
\tau=\frac{I/(ev)}{(I/e)n_g\sigma}=\frac{1}{n_g\sigma v}.
\]

Rough values of \(10^{-5}\) Torr at 300 K and \(\sigma=10^{-16}\ \mathrm{cm^2}\) give \(n_g=3.2\times10^{11}\ \mathrm{cm^{-3}}\) and \(\tau\approx1\) ms. An ion crosses 1 m in 3.4 µs, so the space charge is in place long before this source can neutralize it. At first the beam spreads as calculated above, and in your tube it reaches the wall well before 1 m. As electrons collect, the spreading weakens. The cross-section is an assumed order of magnitude, and \(\tau\) changes in inverse proportion to it. Electron losses lengthen the time; electrons from surfaces or from a deliberate supply shorten it.

### Beside a real implanter

A current of 10 mA at 5 keV belongs to the regime of high-current, low-energy boron implantation; the radii and gas conditions used here are rough choices. The assumption that real beam lines break most strongly is the absence of electrons. In field-free drift regions the beam is normally largely neutralized, and at 98.35% neutralization this model leaves 5 V instead of 304 V. Where electrodes sweep electrons out, as in an acceleration or deceleration gap, the unneutralized estimate is the more relevant one, although the changing ion speed must then be included. Real beams may also be elongated in cross-section, which the round-beam formula does not cover.

So your notes are right for a round, uniform, electron-free beam whose ions have about 5 keV inside it. If they have 5 keV at the potential of your tube instead, use about 330 V where the beam still has its 20 mm radius and no grounded electrode lies across it nearby. As the beam widens, \(b/a\) falls, the ions are slowed less, and the value moves back towards 304 V. The 860 V and 938.5 V are likewise long-cylinder values, and they fall along a spreading beam. The values are collected in the numerical output below.

## Table of computed values

```
Beam current: 10.0 mA
Ion energy: 5.0 keV
Boron-11 mass: 11.009 u
Beam radius a: 20 mm
Wall radius b: 50 mm
Ion speed: 2.9604e+05 m/s
Charge per length: 33.78 nC/m
Ion density: 1.678e+08 cm^-3
Centre-to-edge difference dV, formula: 303.6 V
dV, Coulomb integral, radius a: 303.6 V
dV, Coulomb integral, radius 3a: 303.6 V
Field at beam edge: 303.6 V/cm
Axis-to-wall difference, fixed speed: 859.9 V
If 5 keV is the energy at the grounded wall potential:
  axis potential: 938.5 V
  edge potential: 605.1 V
  centre-to-edge difference: 333.5 V
  estimate from mean potential: 330.1 V
  kinetic energy on axis: 4.061 keV
Spreading constant K = dV/V0: 0.06072
Integral in doubling distance: 2.1450
Radius-doubling distance, formula: 123.1 mm
Radius-doubling distance, rings: 123.1 mm
Edge slope at doubling: 0.2901
Edge angle at doubling: 16.2 degrees
Divergence factor on dV: 1.0100
Length of short column: 0.30 m
dV of short column: 300.9 V
Gaussian profile factor: 1.3193
dV with Gaussian profile: 400.5 V
Magnetic/electric self-force v^2/c^2: 9.75e-07
Gas pressure (rough): 1e-05 Torr
Gas temperature: 300 K
Gas density: 3.22e+11 cm^-3
Ionization cross-section (rough): 1e-16 cm^2
Electron filling time: 1.05 ms
Ion transit time over 1 m: 3.38 microseconds
Target dV after neutralization: 5.0 V
Neutralized fraction needed: 98.35 %
```
